# Entropy production when Cattaneo heat flow runs from cold to hot

In a model crystal slab 5 mm thick, held near 15 K and thermally insulated, 48.6 µJ/cm² of heat crosses the mid-plane from the colder half to the hotter half between 1.41 µs and 2.31 µs after the start. No work is done on the slab. In the usual account, where entropy depends on the local energy alone, this heat destroys entropy at every point where it flows. That account leaves out that a heat flux which persists by inertia is itself a state of order, with an entropy below that of the same energy at rest.

Take a rigid, isotropic conductor at rest, with energy density \(u(T)\), heat capacity per volume \(c=du/dT>0\), conductivity \(\kappa>0\) and relaxation time \(\tau>0\), all of which may depend on \(T\). Energy conservation and the Cattaneo law read

\[
\partial_t u+\nabla\cdot\mathbf q=0,\qquad
\tau\,\partial_t\mathbf q+\mathbf q=-\kappa\nabla T .
\]

The temperature is defined from the energy through the equilibrium entropy density \(s_0(u)\), by \(1/T=ds_0/du\). With entropy flux \(\mathbf q/T\), the classical production is

\[
\sigma_{\rm cl}=\partial_t s_0+\nabla\cdot\frac{\mathbf q}{T}
=\frac{\partial_t u}{T}+\frac{\nabla\cdot\mathbf q}{T}+\mathbf q\cdot\nabla\frac1T
=-\frac{\mathbf q\cdot\nabla T}{T^2}.
\]

The first two terms cancel by energy conservation. What remains is negative whenever \(\mathbf q\cdot\nabla T>0\), that is, whenever heat has a component up the temperature gradient. Fourier's law forbids this, since there \(\mathbf q=-\kappa\nabla T\). The Cattaneo law does not. Inserting \(-\nabla T=(\mathbf q+\tau\partial_t\mathbf q)/\kappa\) gives

\[
\sigma_{\rm cl}=\frac{q^2}{\kappa T^2}+\frac{\tau}{\kappa T^2}\,\mathbf q\cdot\partial_t\mathbf q .
\]

The first term is dissipation. The second has either sign, and for constant coefficients in front it would be the time derivative of something proportional to \(q^2\). This suggests that it describes storage, and that the entropy should be

\[
s=s_0(u)-\tfrac12\alpha(T)\,q^2 .
\]

The coefficient \(\alpha\) is still open. Keeping the entropy flux \(\mathbf q/T\), the new term adds its time derivative to the balance:

\[
\sigma=\frac{q^2}{\kappa T^2}
+\left(\frac{\tau}{\kappa T^2}-\alpha\right)\mathbf q\cdot\partial_t\mathbf q
-\frac{q^2}{2}\frac{d\alpha}{dT}\,\partial_tT .
\]

Near equilibrium \(\mathbf q\), \(\nabla T\) and \(\partial_tT\) are all small, so the first two terms are of second order and the last is of third. At a given point \(\mathbf q\) can be prescribed, and \(\partial_t\mathbf q\) can then be given any value by the choice of \(\nabla T\). If the bracket were not zero, a large enough \(\partial_t\mathbf q\), parallel or antiparallel to \(\mathbf q\), would make the second-order production negative. Nonnegativity therefore fixes

\[
\alpha=\frac{\tau}{\kappa T^2}>0 .
\]

The added term is negative because \(\tau\) and \(\kappa\) are positive: at given energy, entropy is greatest when no heat flows. With this coefficient,

\[
\sigma=\frac{q^2}{\kappa T^2}-\frac{q^2}{2}\frac{d\alpha}{dT}\,\partial_tT .
\]

No approximation has been made in this last formula. If \(\kappa T^2/\tau\) is constant, \(\alpha\) is constant and \(\sigma=q^2/(\kappa T^2)\ge0\) without restriction. Otherwise that result holds to second order in the departure from equilibrium. For power laws \(\kappa\propto T^p\) and \(\tau\propto T^r\), we have \(\alpha\propto T^{\,r-p-2}\), so \(d\alpha/dT=(r-p-2)\alpha/T\) and

\[
\sigma=\frac{q^2}{\kappa T^2}\left[1+\frac{2+p-r}{2}\,\frac{\tau\,\partial_tT}{T}\right].
\]

For constant \(\kappa\) and \(\tau\) the factor is \(1+\tau\partial_tT/T\). Production is then negative wherever heat flows and the temperature falls faster than \(T/\tau\). The quadratic term thus rescues the Cattaneo law near equilibrium, but not for every motion the law allows.

The defect can be removed by changing the flux law at higher order. Since \(s\) now depends on \(\mathbf q\) too, define a second temperature by the slope of the full entropy at fixed flux:

\[
\frac1\theta=\left(\frac{\partial s}{\partial u}\right)_{\mathbf q}
=\frac1T-\frac{q^2}{2c}\frac{d\alpha}{dT}.
\]

Then \(\partial_ts=\partial_tu/\theta-\alpha\,\mathbf q\cdot\partial_t\mathbf q\). With entropy flux \(\mathbf q/\theta\), the energy terms cancel as before, and

\[
\sigma=\mathbf q\cdot\left(\nabla\frac1\theta-\alpha\,\partial_t\mathbf q\right).
\]

Choosing the law \(\alpha\,\partial_t\mathbf q=\nabla(1/\theta)-\mathbf q/(\kappa T^2)\) makes \(\sigma=q^2/(\kappa T^2)\) for any \(\alpha(T)\). For small flux \(\nabla(1/\theta)\to-\nabla T/T^2\), and multiplication by \(\kappa T^2\) returns the Cattaneo law.

So far \(-\alpha q^2/2\) has been deduced from a demand on the sign of \(\sigma\). A phonon gas shows that it is a real entropy. Let all phonons have speed \(v\), so that \(\omega=vK\) for wavevector \(\mathbf K\), and let \(e(\mathbf n)\) be their energy density per unit solid angle in direction \(\mathbf n\). Then \(u=\int e\,d\Omega_n\) and \(\mathbf q=v\int\mathbf n\,e\,d\Omega_n\). Since a phonon of energy \(\hbar\omega\) has quasi-momentum \(\hbar\omega\,\mathbf n/v\), the quasi-momentum density is \(\mathbf P=\mathbf q/v^2\). Normal collisions conserve it, while resistive collisions destroy it at the rate \(1/\tau\). The first moment of the kinetic equation is therefore

\[
\partial_t\mathbf q+v^2\,\nabla\cdot\!\int\mathbf n\mathbf n\,e\,d\Omega_n=-\frac{\mathbf q}{\tau}.
\]

Frequent normal collisions keep the gas close to a Planck distribution drifting at a velocity \(\mathbf U\), whose second moment is \(u/3\) times the unit tensor up to terms of order \(U^2\). The divergence then becomes \(\nabla u/3=c\nabla T/3\). Multiplying by \(\tau\) gives the Cattaneo law with \(\kappa=cv^2\tau/3\).

The entropy of the drifting gas follows from its occupation

\[
n=\frac{1}{\exp[\hbar(\omega-\mathbf K\cdot\mathbf U)/k_BT]-1}.
\]

A change \(dn\) of a boson occupation changes the entropy by \(k_B\ln[(1+n)/n]\,dn\), which here equals \(\hbar(\omega-\mathbf K\cdot\mathbf U)\,dn/T\). Summed over modes, \(ds=(du-\mathbf U\cdot d\mathbf P)/T\). To find \(\mathbf P\) to first order, expand about the Planck occupation \(n_0\). Because \(n_0\) depends on \(\omega/T\), we have \(-\omega\,\partial n_0/\partial\omega=T\,\partial n_0/\partial T\), and so

\[
\delta n=-(\mathbf K\cdot\mathbf U)\frac{\partial n_0}{\partial\omega}
=\frac{\mathbf K\cdot\mathbf U}{\omega}\,T\frac{\partial n_0}{\partial T}.
\]

Weighting with \(\hbar\mathbf K\), averaging over directions (a factor 1/3) and using \(K^2/\omega=\omega/v^2\) gives

\[
\mathbf P=\frac{cT}{3v^2}\,\mathbf U,\qquad \mathbf q=v^2\mathbf P=\frac{cT}{3}\,\mathbf U .
\]

Building up the drift at fixed energy density costs the entropy

\[
\int\frac{\mathbf U\cdot d\mathbf P}{T}=\frac{3v^2}{cT^2}\,\frac{P^2}{2}
=\frac{3q^2}{2cv^2T^2}=\frac{\tau q^2}{2\kappa T^2},
\]

where the last step uses \(\kappa=cv^2\tau/3\). This is \(\alpha q^2/2\). The relaxation time cancels from the phonon form, as it must for a property of the state rather than of its decay. Direct integration of the boson entropy gives a deficit 1.00023 times this formula at a drift of \(0.02v\) and 1.00585 times at \(0.10v\). The excess grows by a factor of about 25 for a fivefold drift, as expected of a correction of relative order \(U^2/v^2\).

The slab can now be solved. Let its insulated faces be at \(x=0\) and \(x=d\), set \(k=\pi/d\), and hold \(c\), \(\kappa\) and \(\tau\) at their values at the mean temperature \(T_0\). The fields

\[
T=T_0+a(t)\cos kx,\qquad q=b(t)\sin kx
\]

have no flux at the faces. Energy conservation gives \(c\,\dot a=-kb\). Since \(\partial_xT=-ka\sin kx\), the Cattaneo law gives \(\tau\dot b+b=\kappa ka\). Substituting \(b=-c\dot a/k\) into the second equation,

\[
\tau\ddot a+\dot a+\frac{\kappa k^2}{c}\,a=0 .
\]

Start with \(a=a_0>0\) and \(b=0\), so that \(\dot a=0\). When \(4\tau\kappa k^2/c>1\), the solution is

\[
a=a_0e^{-t/2\tau}\left(\cos\Omega t+\frac{\sin\Omega t}{2\Omega\tau}\right),\quad
b=\frac{a_0\kappa k}{\Omega\tau}\,e^{-t/2\tau}\sin\Omega t,
\]

with \(\Omega^2=\kappa k^2/(c\tau)-1/(4\tau^2)\). The temperature difference first vanishes when \(\tan\Omega t=-2\Omega\tau\), the flux when \(\Omega t=\pi\):

\[
t_1=\frac{\pi-\arctan(2\Omega\tau)}{\Omega},\qquad t_2=\frac{\pi}{\Omega}.
\]

Between them \(a<0\) and \(b>0\). The face at \(x=0\), hot at first, is now the cold one, yet heat still leaves its side. Resistance and the opposing gradient both slow the flux, and the gradient brings it to zero at \(t_2\), when \(a(t_2)=-a_0e^{-\pi/(2\Omega\tau)}\).

When \(4\tau\kappa k^2/c<1\) there are two real decay rates \(\lambda_+>\lambda_->0\), and the same start gives

\[
a=a_0\,\frac{\lambda_+e^{-\lambda_-t}-\lambda_-e^{-\lambda_+t}}{\lambda_+-\lambda_-}>0 .
\]

The difference never changes sign; at the border \(a=a_0(1+t/2\tau)e^{-t/2\tau}\) stays positive too. For this mode and this start, reversal thus requires \(d<2\pi\sqrt{\kappa\tau/c}\).

The example takes \(T_0=15\) K, \(a_0=0.150\) K, \(d=5.0\) mm, \(v=4000\) m/s and \(\tau=1.00\) µs. Debye theory with three equal branches gives \(c=6.450\) mJ/(cm³ K), and \(\kappa=cv^2\tau/3=344.0\) W/(cm K). With the resistive term \(\mathbf q\) left out of the Cattaneo law, waves would travel undamped at \(\sqrt{\kappa/(c\tau)}=v/\sqrt3=2309\) m/s, so the greatest thickness for reversal is \(2\pi\times2309\ \text{m/s}\times1\ \text{µs}=14.5\) mm. With \(k=6.283\) cm⁻¹, \(4\tau\kappa k^2/c=8.422\), and

\[
\Omega=\sqrt{\frac{8.422}{4}-\frac14}\ \text{µs}^{-1}=1.362\ \text{µs}^{-1}.
\]

Hence \(t_1=1.411\) µs, \(t_2=2.306\) µs and \(a(t_2)=-a_0e^{-\pi/(2\Omega\tau)}=-47.35\) mK. The heat carried uphill through the mid-plane follows from \(b=-c\dot a/k\) and \(a(t_1)=0\):

\[
\int_{t_1}^{t_2}b\,dt=\frac{c\,|a(t_2)|}{k}
=\frac{6.450\times10^{-3}\times0.04735}{6.283}\ \frac{\text J}{\text{cm}^2}
=48.6\ \frac{\text{µJ}}{\text{cm}^2}.
\]

Halfway through the reversal, at 1.859 µs, the mid-plane has \(q=53.79\) W/cm² and \(\partial_xT=0.2269\) K/cm, both positive. There \(T=T_0\) and \(\partial_tT=0\), so the third-order term vanishes. The classical and full productions are

\[
\sigma_{\rm cl}=-\frac{53.79\times0.2269}{15^2}=-0.0542,\qquad
\sigma=\frac{53.79^2}{344.0\times15^2}=+0.0374,
\]

in W/(cm³ K). The difference, 0.0916 W/(cm³ K), is entropy released by the slowing flux. It can be found separately: the Cattaneo law gives \(\tau\partial_tq=-(344.0\times0.2269+53.79)=-131.8\) W/cm², and \(-\tau q\,\partial_tq/(\kappa T^2)=53.79\times131.8/(344.0\times225)=0.0916\).

The whole slab has a simple ledger. Per unit area, and relative to uniform temperature, the equilibrium entropy is

\[
S_0=c\int_0^d\ln\frac{T}{T_0}\,dx\simeq-\frac{c\,d\,a^2}{4T_0^2},
\]

because the linear term of the logarithm integrates to zero and \(\cos^2kx\) averages to 1/2. Likewise the flux term is \(S_q\simeq-\tau d\,b^2/(4\kappa T_0^2)\). At \(t_1\) the temperature is uniform and \(S_0\) is at its maximum, but the slab is not in equilibrium: \(S_q=-19.656\) nJ/(cm² K). At \(t_2\) the flux has vanished, \(S_q=0\), and \(S_0\) has fallen by 8.033 nJ/(cm² K). The total has therefore risen by \(19.656-8.033=11.623\) nJ/(cm² K). Integrating the formula for \(\sigma\) over the slab and the interval gives 11.624, the same within rounding. About 41% of the entropy released by the flux pays for the renewed temperature difference, and the other 59% is the growth of the total.

In the limit of weak resistance, \(\tau\to\infty\) with \(\kappa/\tau\), \(c\) and \(d\) fixed, \(\Omega\tau\to\infty\). The reversal then fills a quarter period, \(a(t_2)\to-a_0\), and the second-order production \(q^2/(\kappa T^2)\to0\) because \(\kappa\to\infty\). To that order the two entropy deficits are exchanged without loss, like the two energies of an undamped oscillator. The third-order term does not vanish, because it contains \(\tau/\kappa\), which stays fixed. For constant coefficients it makes the local production negative in this limit wherever heat flows and the temperature falls, even at small amplitude. In the opposite limit, \(\tau\to0\) at fixed \(\kappa\), \(c\) and \(d\), the condition for reversal fails and Fourier conduction returns.

The slab also shows how sharply the coefficient is fixed. Multiply the flux term by a factor \(f\). At the mid-plane the production becomes

\[
\sigma_f=\frac{b^2+(1-f)\,\tau b\dot b}{\kappa T_0^2}.
\]

For \(f>1\) it is negative just after the start, when \(b\) is small and rising. For \(f<1\) it is negative just before \(t_2\), when \(b\) is small and falling. Over a grid of positions and times up to 5 µs, the lowest values are −0.0117 of the peak correct production for \(f=1.1\), −0.0014 for \(f=0.9\), and −0.215 for \(f=0\), the classical entropy. For \(f=1\) no negative value appears beyond numerical error.

Could the reversal be an artefact of using \(T\) instead of \(\theta\)? For constant \(\kappa\) and \(\tau\), \(d\alpha/dT=-2\alpha/T\), so \(\theta\simeq T(1-\alpha q^2/c)\). At the snapshot this lowers the mid-plane value by about 0.09 mK, against an amplitude of 36 mK. If \(\kappa\) rises as \(T^3\) at fixed \(\tau\), as in the Debye phonon gas, the shift is about 0.22 mK, still far below the amplitude. At the faces \(q=0\) and the two temperatures agree. The reversed difference between the faces is the same in both.

The third-order term is small here as well. The peak flux of the mode is 142.8 W/cm², so the largest \(\tau|\partial_tT|/T_0\) is 0.93%. If \(\kappa\) follows the Debye heat capacity as \(T^3\) at fixed \(\tau\), the factor \((2+p-r)/2\) is 5/2 and the correction reaches 2.3%. For the phonon gas itself this figure gives only the size of third-order terms, since the terms of order \(U^2\) dropped in deriving the Cattaneo law enter the production at the same order. To see the sign fail, one must leave this regime. Keep the same constant coefficients, but raise the amplitude to 13.5 K and the wavenumber to 25.13 cm⁻¹. The temperature stays positive, yet there are points of negative production; at one of them, \(1+\tau\partial_tT/T=-2.95\) and \(\sigma=-5.6\times10^3\) W/(cm³ K). This is a statement about the equations, not about a crystal, whose heat capacity would change greatly over such a range. The peak flux in this case also exceeds \(uv=cT_0v/4\), the most that phonons of speed \(v\) can carry at \(T_0\).

The parameters of the 5 mm slab are assumed, not fitted to a measured crystal. They are meant to illustrate second sound, the wave-like transport of heat, in a very pure dielectric crystal at 10 to 20 K. The conductivity and the resistive time are far above those of ordinary crystals, where defects shorten \(\tau\) and with it the greatest thickness for reversal. Real crystals also break the assumption that normal collisions are instantaneous. With a normal-collision time of 0.020 µs, a kinetic calculation for phonons of one speed and mirror-like faces puts the reversal between 1.43 and 2.32 µs and ends it at −45.3 mK, an amplitude 4% smaller than the Cattaneo value. That collision time is an assumed value, and the result depends on it: the reversal ends at −38.3 mK for 0.10 µs and at −27.0 mK for 0.30 µs. Over the initial amplitude of 0.15 K, \(c\) changes by 3%, and \(\tau\) by 10% if it varies as \(e^{T_u/T}\) with an assumed \(T_u=150\) K. For a normal-collision time of 0.020 µs, side walls that stop the drift would slow a layer roughly 0.3 mm deep on each side of a slab 10 mm wide; the depth grows as the square root of that time, to roughly 0.6 mm for 0.10 µs. The effect of these last three on the reversal has not been computed, nor has that of dispersion, unequal polarizations or frequency-dependent scattering. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
mean temperature T0 = 15.0 K
initial amplitude a0 = 0.150 K
slab thickness d = 5.0 mm
phonon speed v = 4000 m/s
resistive time tau = 1.00 us
normal-collision time = 0.020 us
Debye heat capacity c = 6.450 mJ/(cm^3 K)
conductivity kappa = 344.0 W/(cm K)
second-sound speed sqrt(kappa/(c tau)) = 2309 m/s
wavenumber k = 6.2832 1/cm
4 tau kappa k^2/c = 8.422 (no unit)
greatest thickness for reversal = 14.51 mm
angular frequency Omega = 1.3622 rad/us
reversal starts t1 = 1.4114 us
reversal ends t2 = 2.3063 us
reversal lasts = 0.8949 us
amplitude a(t2) = -47.35 mK
heat carried cold to hot at mid-slab = 48.60 uJ/cm^2
peak heat flux in mode = 142.83 W/cm^2
snapshot time = 1.8589 us
snapshot amplitude a = -36.11 mK
snapshot gradient dT/dx = 0.2269 K/cm
snapshot heat flux q = 53.79 W/cm^2
snapshot classical production = -54.241 mW/(cm^3 K)
snapshot flux-term part = 91.622 mW/(cm^3 K)
snapshot full production = 37.381 mW/(cm^3 K)
flux entropy at t1 = -19.656 nJ/(cm^2 K)
equilibrium entropy change t1 to t2 = -8.033 nJ/(cm^2 K)
entropy produced t1 to t2 = 11.624 nJ/(cm^2 K)
lowest sigma/peak sigma, flux term x 0.0 = -0.2149
lowest sigma/peak sigma, flux term x 0.9 = -0.0014
lowest sigma/peak sigma, flux term x 1.1 = -0.0117
phonon entropy deficit/formula, drift 0.10 v = 1.00585
phonon entropy deficit/formula, drift 0.02 v = 1.00023
large case: amplitude = 13.50 K
large case: wavenumber = 25.133 1/cm
large case: 1 + tau (dT/dt)/T at lowest sigma = -2.949
large case: lowest sigma = -5579.0 W/(cm^3 K)
kinetic model: reversal starts = 1.4265 us
kinetic model: reversal ends = 2.3162 us
kinetic model: amplitude at end = -45.31 mK
neglected: change of c over a0 = 3.0 %
assumed umklapp temperature in exp(Tu/T) = 150 K
neglected: change of tau over a0 = 10.0 %
largest tau |dT/dt|/T0, constant kappa = 0.93 %
same correction, Debye kappa ~ T^3 = 2.32 %
side-wall viscous layer = 0.307 mm
assumed slab width = 10 mm
peak phonon drift speed / v = 1.11 %
```
